# Retarded dispersion energy between two neutral ground-state molecules, part 2

Two neutral molecules A and B, with polarization fields \(\mathbf P_A,\mathbf P_B\), are separated by \(\mathbf R=R\hat{\mathbf R}\). \(\Delta E\) is the \(\mathbf R\)-dependent ground-state energy through fourth order in the dipole–photon coupling; \(E^{(2)}\) is the second-order energy. Hartree atomic units are used, \(c=137.035999\); repeated indices are summed.

Assumptions: (A1) fixed, nonoverlapping point dipoles, vacuum field; (A2) nondegenerate ground states, finitely many levels; (A3) no permanent dipoles; (A4) real transition dipoles; (A5) each mode sum carries \(f(k)=e^{-\sigma^2k^2}\), with \(\sigma\to0\) last at fixed \(R>0\) (\(\Delta E_\sigma\) before the limit).

States \(\nu\) of A and \(\eta\) of B have excitation energies \(a=E_\nu\), \(b=E_\eta\) and transition dipoles \(\boldsymbol\mu^\nu,\boldsymbol\mu^\eta\). Photon energies are \(x=ck\), \(y=ck'\); \(u=\xi/c\), \(s=uR\);
\[L_\epsilon(\xi)=\frac{2\epsilon}{\epsilon^2+\xi^2},\qquad\alpha^A_{ij}(i\xi)=\sum_\nu\mu^\nu_i\mu^\nu_j\,L_{E_\nu}(\xi),\]
likewise for B;
\[\mathcal D_{il}=-\delta_{il}\nabla^2+\nabla_i\nabla_l,\quad G_{il}(u)=\mathcal D_{il}\,\frac{e^{-uR}}{R},\quad g(x)=\frac{a+b+x}{(a+b)(a+x)(b+x)}.\]

To be proved, (2) for \(\alpha_{ij}=\alpha\,\delta_{ij}\):
\[\Delta E=-\frac{c}{2\pi}\int_0^\infty du\;\alpha^A_{ij}(icu)\,\alpha^B_{ln}(icu)\,G_{il}(u)\,G_{jn}(u). \tag{1}\]
\[\Delta E=-\frac{c}{\pi R^6}\int_0^\infty du\;\alpha_A(icu)\,\alpha_B(icu)\,F(uR),\quad F(s)=e^{-2s}\big(3+6s+5s^2+2s^3+s^4\big). \tag{2}\]

The twelve diagrams have the denominators tabulated at the end of this part (\(x\) ends on A1, \(y\) on A2; A1 acts before A2, B1 before B2). \(S\) sums their inverses; \(S_1,S_2,S_3\) are its parts with middle factor \(a+b\), \(x+y\), \(a+b+x+y\). Established:
\[\Delta E_\sigma=-\sum_{\nu\eta}\Big(\frac c\pi\Big)^2\int_0^\infty\!dk\int_0^\infty\!dk'\;k^3T(k)f(k)\;k'^3T(k')f(k')\;S(a,b,ck,ck'), \tag{3}\]
where \(T(k)=\mu^\nu_i\,\tau_{il}(kR)\,\mu^\eta_l\), \(z=kR\), \(\tau_\parallel=2j_1(z)/z\), \(\tau_\perp=j_0(z)-j_1(z)/z\) (spherical Bessel functions; \(\parallel,\perp\) relative to \(\hat{\mathbf R}\));
\[k^2\tau_{il}=\mathcal D_{il}\,j_0(kR). \tag{4}\]
\[S=\frac{4\,[\,x\,g(y)-y\,g(x)\,]}{x^2-y^2}. \tag{6}\]
Lemma 4:
\[g(x)=\frac2\pi\int_0^\infty\frac{abx\;d\xi}{(a^2+\xi^2)(b^2+\xi^2)(x^2+\xi^2)},\qquad
S=\frac1{2\pi}\int_0^\infty d\xi\;L_aL_bL_xL_y . \tag{7}\]
\(\int_0^\infty d\xi/[(\epsilon_1^2+\xi^2)(\epsilon_2^2+\xi^2)]\) equals
\[\frac{\pi}{2(\epsilon_2^2-\epsilon_1^2)}\,\frac{\epsilon_2-\epsilon_1}{\epsilon_1\epsilon_2}=\frac{\pi}{2\epsilon_1\epsilon_2(\epsilon_1+\epsilon_2)}. \tag{9}\]
\[G_\parallel=\frac{2(1+s)e^{-s}}{R^3},\qquad G_\perp=-\frac{(1+s+s^2)e^{-s}}{R^3}. \tag{10}\]

Lemma 5:
\[G^\sigma_{il}(u)=\frac c\pi\int_0^\infty dk\,k^3\tau_{il}f(k)\,L_{ck}(cu)=\frac2\pi\int_0^\infty dk\,\frac{k^4\tau_{il}f(k)}{k^2+u^2}\]
tends to \(G_{il}(u)\) as \(\sigma\to0\), bounded uniformly in \(u\) and small \(\sigma\). For \(u\le\kappa/2\), its proof takes \(\mathcal D\) outside and shifts the path to \(\mathrm{Im}\,k=\kappa=R/2\sigma^2\), collecting the pole at \(k=iu\).

In the printed mode model, "exact" means diagonalization, "directed" keeps emitter-dependent phases, and "equal numerators" uses a common real numerator.

**Proof of the theorem.** Insert (7) in (3). At fixed \(\sigma\) the triple integral converges absolutely, since \(T\) is bounded, the \(L\) are positive with \(\xi\) integral \(2\pi S\), and every entry of the table is at most a constant or a constant times \(1/(x+y)\). The order of integration may therefore be changed, and each mode integral becomes \(G^\sigma\):

\[
\Delta E_\sigma=-\frac1{2\pi}\int_0^\infty d\xi\sum_{\nu\eta}L_aL_b\,\big(\mu^\nu_iG^\sigma_{il}\mu^\eta_l\big)\big(\mu^\nu_jG^\sigma_{jn}\mu^\eta_n\big).
\]

The product \(L_aL_b\) is integrable and \(G^\sigma\) is uniformly bounded, so dominated convergence allows \(\sigma\to0\) under the integral. The sums over \(\nu\) and \(\eta\) give \(\alpha^A_{ij}\) and \(\alpha^B_{ln}\), and \(d\xi=c\,du\). This is (1). For isotropic species the tensor factor is \(G_{il}G_{il}=G_\parallel^2+2G_\perp^2\). From \(4(1+s)^2=4+8s+4s^2\) and \(2(1+s+s^2)^2=2+4s+6s^2+4s^3+2s^4\), the sum is \(2F(s)/R^6\), which gives (2). ∎

**Remark 3.** The integrand in the proof is a sum of squares with positive weights, so \(\Delta E\le0\) for every orientation. The energy is bilinear in the two tensors, so an independent uniform average over the orientations of both molecules gives (2) with \(\alpha=\tfrac13\alpha_{ii}\).

**Proposition (real wavevector).** Let \(G^+_{il}(k)=\mathcal D_{il}\,e^{ikR}/R\), which is (10) with \(s=-ikR\), and \(\Gamma(k)=\mu_i^\nu G^+_{il}(k)\mu_l^\eta\). Then

\[
\Delta E=-\frac{2c}\pi\sum_{\nu\eta}\lim_{\sigma\to0}\ \mathrm{Im}\int_0^\infty dk\;g(ck)\,f(k)^2\,\Gamma(k)^2, \tag{11}
\]

and (11) equals (1).

*Proof.* Define \(h(x,y)=4g(x)[1/(x+y)-1/(x-y)]=8y\,g(x)/(y^2-x^2)\). Then \(\tfrac12[h(x,y)+h(y,x)]=4[xg(y)-yg(x)]/(x^2-y^2)=S\). Remove the strip \(|k-k'|<\varepsilon\) from (3), which changes nothing as \(\varepsilon\to0\) because \(S\) is regular on the diagonal. The region and the weight are symmetric, so renaming \(k\leftrightarrow k'\) in \(h(y,x)\) replaces \(S\) by \(h(x,y)\), and the \(k'\) integral becomes a principal value. The limit may be taken inside the \(k\) integral: with \(H(k')=k'^4T(k')f(k')\), the quotient \([H(k')-H(k)]/(k'-k)\) is smooth, and the subtracted term is \(H(k)/k\) times logarithms, which is integrable. Since \((c/\pi)^2\cdot8/c=(4c/\pi)(2/\pi)\),

\[
\Delta E_\sigma=-\frac{4c}\pi\sum_{\nu\eta}\int_0^\infty dk\,k^3T(k)f(k)\,g(ck)\;\frac2\pi\,\mathrm{P}\!\!\int_0^\infty dk'\frac{k'^4T(k')f(k')}{k'^2-k^2}.
\]

The inner integral is treated as in Lemma 5 with \(u^2\to-k^2\). The poles at \(k'=\pm k\) lie on the axis and contribute half residues, \(\pi i\,f(k)\,[\tfrac12e^{ikR}+\tfrac12e^{-ikR}]=\pi i\,f(k)\cos kR\). The remainder on the line \(\mathrm{Im}\,k'=\kappa\), where \(|k'\mp k|\ge\kappa\), is exponentially small uniformly in \(k\). The inner factor is thus \(f(k)\,\mathrm{Re}\,\Gamma(k)\). By (4), \(\mathrm{Im}\,G^+=\mathcal D\sin(kR)/R=k\,\mathcal Dj_0=k^3\tau\), so \(k^3T=\mathrm{Im}\,\Gamma\). With \(2\,\mathrm{Re}\,\Gamma\,\mathrm{Im}\,\Gamma=\mathrm{Im}\,\Gamma^2\) and \(g\) real, (11) follows.

The poles of \(g(ck)\) are at \(k=-a/c\) and \(-b/c\), and \(\Gamma^2\) is a polynomial times \(e^{2ikR}\). Deform the path to run from 0 to \(i\kappa\) and then along \(i\kappa+t\). On the horizontal part \(|e^{2ikR-2\sigma^2k^2}|=e^{-R^2/2\sigma^2}e^{-2\sigma^2t^2}\), so that part vanishes in the limit. On the vertical part \(k=iu\), \(dk=i\,du\), \(G^+(iu)=G(u)\) is real, and \(2\sigma^2u^2\le uR\) leaves a dominating factor \(e^{-uR}\). The imaginary part of \(i\,g(icu)\Gamma^2\) is \(\mathrm{Re}\,g(icu)\,\Gamma^2\). Multiply numerator and denominator of \(g(i\xi)\) by \((a-i\xi)(b-i\xi)=ab-\xi^2-i\xi(a+b)\). The real part of the new numerator is \((a+b)(ab-\xi^2)+\xi^2(a+b)=ab(a+b)\), so

\[
\mathrm{Re}\,g(i\xi)=\frac{ab}{(a^2+\xi^2)(b^2+\xi^2)}=\tfrac14L_aL_b ,
\]

and \(\tfrac{2c}\pi\cdot\tfrac14=\tfrac c{2\pi}\). ∎

**Remark 4.** On the real axis the molecular factor is \(g(ck)\), which has no pole at positive \(k\). The last identity, continued to \(i\xi=\omega\), says that four times the even part of \(g\), namely \(2[g(\omega)+g(-\omega)]\), equals \([2a/(a^2-\omega^2)][2b/(b^2-\omega^2)]\), the product of the real-frequency factors. That product has poles at \(\omega=a\) and \(\omega=b\), which come from \(g(-\omega)\) and are absent from the table. It is analytic in the open first quadrant, so (1) can be rotated back to \(-(c/2\pi)\,\mathrm{Im}\int dk\,\alpha^A(ck)\alpha^B(ck)G^+G^+f^2\) on a path passing above these poles, with \(\sigma\to0\) taken last. If no excitation energy of A coincides with one of B, the poles are simple, and a principal value differs from this by half residues. For identical molecules, as in the worked example below, the terms with \(a=b\) have double poles, where the principal value in general diverges, while the path above the poles remains valid.

**Corollary (limits, isotropic case).** For all \(R\), \(|\Delta E|<C_6/R^6\) and \(|\Delta E|<C_7/R^7\), and \(R^6\Delta E\to-C_6\) as \(R\to0\), \(R^7\Delta E\to-C_7\) as \(R\to\infty\), where

\[
C_6=\frac3\pi\int_0^\infty\alpha_A\alpha_B\,d\xi=6\sum_{\nu\eta}\frac{(\mu^\nu_z)^2(\mu_z^\eta)^2}{E_\nu+E_\eta},\qquad C_7=\frac{23\,c}{4\pi}\alpha_A(0)\alpha_B(0).
\]

*Proof.* Differentiating, \(F'=e^{-2s}[(6+10s+6s^2+4s^3)-2(3+6s+5s^2+2s^3+s^4)]=-e^{-2s}(2s+4s^2+2s^4)\). So \(F\) falls monotonically from \(F(0)=3\). In \(R^6\Delta E=-\pi^{-1}\int d\xi\,\alpha_A\alpha_BF(\xi R/c)\) this gives the first bound and, by dominated convergence, the first limit. The sum over states follows from (9), which gives \(\int L_aL_b\,d\xi=2\pi/(a+b)\). For the second, change variable to \(s\): \(R^7\Delta E=-(c/\pi)\int ds\,\alpha_A(ics/R)\alpha_B(ics/R)F(s)\). Each \(\alpha(i\xi)\) falls monotonically from \(\alpha(0)\), and \(\int_0^\infty s^Ne^{-2s}ds=N!/2^{N+1}\) gives \(\int F=\tfrac32+\tfrac32+\tfrac54+\tfrac34+\tfrac34=\tfrac{23}4\). ∎

The limit \(R\to0\) is a statement about the model and means \(aR/c\ll1\) with \(R\) still larger than the molecules. Since \(F=3-s^2+\dots\), with \((3-F)/s^2\) bounded and \(\xi^2\alpha_A\alpha_B\) integrable, the first correction is \(+(\pi c^2R^4)^{-1}\int\xi^2\alpha_A\alpha_B\,d\xi\), of order \((aR/c)^2\) relative to \(C_6/R^6\). In the far zone \(L_a=(2/a)(1-\xi^2/a^2+\dots)\) makes the correction of order \((c/aR)^2\) relative to \(C_7/R^7\).

**Remark 5 (which diagrams carry the limits).** The functions \(\tau(kR)\) set the photon scale \(x,y\sim c/R\). The following is a scaling argument for the leading terms, and the program tests its conclusion. For \(x,y\gg a,b\), \(S_1\to4/[(a+b)xy]\), while \(S_2\) and \(S_3\) both tend to \((x+y)/(x^2y^2)\), smaller by the order \(aR/c\). Inserted in (3), the limit of \(S_1\) gives \(-[(2/\pi)\int k^2Tf\,dk]^2/(a+b)=-(\mu^\nu G(0)\mu^\eta)^2/(a+b)\), the London energy of the static coupling \(G(0)=(3\hat R\hat R-\delta)/R^3\). The middle state of these four diagrams has both molecules excited and no photon. For \(x,y\ll a,b\), \(S_2\to4/[ab(x+y)]\), which by (9) is (7) with \(L_aL_b\) replaced by its static value \(4/ab\). In that limit \(S_1\) and \(S_3\) both tend to \((a+b)/(ab)^2\), smaller by the order \(c/aR\). The middle state of \(S_2\) has two photons and both molecules unexcited.

The test uses one transition per molecule, \(a=0.5\) and \(b=0.8\ E_h\), \(\boldsymbol\mu_A=(0.6,0,0.8)\) and \(\boldsymbol\mu_B=(-0.5,0.5,1.0)\ ea_0\), with \(\mathbf R\) along the third axis.

| \(R\) (bohr) | \(aR/c\) | \(\Delta E\) (\(E_h\)) | shares of \(S_1,S_2,S_3\) |
|---|---|---|---|
| 3 | 0.011 | \(-3.80875\times10^{-3}\) | 0.985, 0.007, 0.007 |
| 300 | 1.095 | \(-2.77464\times10^{-15}\) | 0.449, 0.350, 0.201 |
| 50000 | 182.4 | \(-1.47738\times10^{-30}\) | 0.005, 0.990, 0.005 |

At each distance the double integral (3) over the twelve denominators and the real-axis integral (11) agree with (1) within the asserted relative tolerance of \(10^{-5}\). The two minor shares agree to the three printed decimals at each end, consistent with their common limiting forms, which make them equal at leading order. At \(R=3\) bohr the parallel dipole product is \(0.8\) and the perpendicular one \(-0.3\), so \(R^3\mu G(0)\mu=2(0.8)+0.3=1.9\), and the London value is \(-1.9^2/(1.3\cdot3^6)=-3.8092\times10^{-3}\ E_h\). The full result differs from it by about \(10^{-4}\) relative to the London value, the size of \((aR/c)^2\), although \(S_1\) alone falls short of the total by 1.5%. The terms linear in \(aR/c\) cancel among the three groups, because (10) has no term linear in \(s\).

**Remark 6 (where the theorem fails).** If one molecule is excited, a downward transition has \(a<0\), the factor \(a+x\) vanishes on the path of integration, and Lemma 4, which needs positive energies, does not apply. With a permanent dipole on either molecule (A3) fails, and terms with \(\nu=0\) or \(\eta=0\) enter at fourth order. If both molecules have one, \(E^{(2)}\) also acquires an \(\mathbf R\)-dependent cross term. If the transition dipoles of both molecules are complex, as can happen in a magnetic field, the two columns of the table in general have different numerators. Overlap restores the term \(4\pi\int\mathbf P_A\cdot\mathbf P_B\) and adds exchange. Higher electric multipoles and magnetic couplings are outside the model. Thermal photons can be neglected only for \(R\ll c/k_BT\), roughly 8 µm at room temperature.

**Worked example: two hydrogen atoms**

The atoms are nonrelativistic with fixed nuclei. The dipole does not act on spin, so spin is a spectator and the \(1s\) state satisfies (A2). Parity gives (A3). The \(p\) spectrum, including its continuum, is replaced by the eight eigenstates of the radial Hamiltonian \(-\tfrac12\,d^2/dr^2+1/r^2-1/r\) in the basis \(r^2e^{-r}L^{(4)}_N(2r)\), \(N=0,\dots,7\), where \(L^{(4)}_N\) are associated Laguerre polynomials. With \(u_{1s}=2re^{-r}\), \((\mu_z^\nu)^2=\tfrac13\big(\int u_\nu\,r\,u_{1s}\,dr\big)^2\), the \(\tfrac13\) being the angular mean of \(\cos^2\theta\).

Two moments that serve as checks, \(\sum2E\mu_z^2\) and \(\alpha(0)\), are exact in this basis. On \(\mathcal P(r)e^{-r}\) the radial Hamiltonian minus the ground energy \(-\tfrac12\) gives \((-\tfrac12\mathcal P''+\mathcal P'+\mathcal P/r^2-\mathcal P/r)e^{-r}\). For \(\mathcal P=r^2\) the bracket is \(r\), and for \(\mathcal P=r^3/2\) it is \(r^2-r\). The source \(ru_{1s}=2r^2e^{-r}\) lies in the basis, so \(\sum2E\mu_z^2=\tfrac23\int2r^2e^{-r}\cdot2re^{-r}dr=\tfrac83\cdot\tfrac{3!}{2^4}=1\). The preimage of the source is \(2r^2(1+r/2)e^{-r}\), also in the basis, so \(\alpha(0)=\tfrac83\big(\tfrac{4!}{2^5}+\tfrac{5!}{2\cdot2^6}\big)=\tfrac92\). The computed values are 1.000000 and 4.500000 bohr³.

| \(E_\nu\) (\(E_h\)) | \((\mu_z^\nu)^2\) (\(e^2a_0^2\)) | \(2\mu_z^2/E_\nu\) (bohr³) |
|---|---|---|
| 0.3750 | 0.555 | 2.96 |
| 0.4484 | 0.1215 | 0.542 |
| 0.5161 | 0.1274 | 0.494 |
| 0.6438 | 0.1055 | 0.328 |
| 0.8874 | 0.0615 | 0.139 |
| 1.3991 | 0.0238 | 0.034 |
| 2.7260 | 0.00493 | 0.004 |
| 8.2042 | 0.00029 | 0.000 |

The last column adds to 4.50. The double sum of the Corollary gives \(C_6=6.49903\ E_h\,\mathrm{bohr}^6\). It is tested against the \(\xi\) integral and, to a relative \(10^{-5}\), against a basis of sixteen functions. The far-zone constant is \(C_7=5.75\times137.036\times4.5^2/\pi=5078.99\ E_h\,\mathrm{bohr}^7\). The two bounds cross at \(C_7/C_6=781.5\) bohr, to be compared with the reduced wavelength of the lowest transition, \(c/0.3750=365.4\) bohr.

| \(R\) (bohr) | \(\Delta E\) (\(E_h\)) | \(\Delta E/(-C_6R^{-6})\) | \(\Delta E/(-C_7R^{-7})\) |
|---|---|---|---|
| 20 | \(-1.01409\times10^{-7}\) | 0.9986 | 0.0256 |
| 300 | \(-7.77989\times10^{-15}\) | 0.8727 | 0.3350 |
| 5000 | \(-6.34948\times10^{-23}\) | 0.1527 | 0.9767 |

All six ratios lie below 1, as the Corollary requires. At \(R=300\) bohr, \(C_6/R^6=6.49903/(7.29\times10^{14})=8.915\times10^{-15}\ E_h\), and \(0.8727\times8.915\times10^{-15}=7.780\times10^{-15}\ E_h\), so retardation has removed 12.7% of the London value. There \(C_7/R^7=5078.99/(2.187\times10^{17})=2.322\times10^{-14}\ E_h\) is about three times the result, and neither power law describes the energy. At the same distance the double integral (3), built from the twelve denominators for all pairs of levels with the isotropic weight \(\tau_\parallel\tau_\parallel'+2\tau_\perp\tau'_\perp\), gives \(-7.77989\times10^{-15}\ E_h\), the same as (2). In laboratory units, \(\Delta E=-2.117\times10^{-13}\) eV at \(R=15.875\) nm.

The six digits describe the model. For real hydrogen atoms the finite proton mass changes the constants by a few parts in a thousand, as a rough size. The neglected dipole–quadrupole term \(-C_8/R^8\), with \(C_8/C_6\) roughly 20 bohr², is roughly 5% of the London term at 20 bohr, which exceeds the retardation of 0.14% found there. At 300 bohr the same estimate gives roughly \(2\times10^{-4}\), far below the 12.7% removed by retardation. Neither estimate covers the direct coupling of the two electron spin magnetic moments, each of size \(1/2c\), which is outside the model. For the two electron spins alone it vanishes in the singlet, and in the triplet its energies are \(-1/(2c^2R^3)\), twice, and \(+1/(c^2R^3)\), that is \(-9.9\times10^{-13}\) and \(+2.0\times10^{-12}\ E_h\) at 300 bohr, more than a hundred times \(|\Delta E|\). In real atoms the hyperfine splitting, \(2.2\times10^{-7}\ E_h\), is far larger than these values, so at this distance the states are labelled by the total spin \(F\) of each atom, not by singlet or triplet. With both atoms in \(F=0\) the coupling vanishes at first order and gives about \(-2.5\times10^{-3}/R^6\) at second order, \(4\times10^{-4}\) of \(|\Delta E|\) at 300 bohr. With both atoms in \(F=1\) it acts at first order, with shifts of up to about \(10^{-12}\ E_h\).

## Table of computed values

```
A1 A2 B1 B2 | B1 has x | (a+x)(x+y)(b+y)
A1 B1 A2 B2 | B1 has x | (a+x)(a+b)(b+y)
A1 B1 B2 A2 | B1 has x | (a+x)(a+b)(a+y)
B1 A1 A2 B2 | B1 has x | (b+x)(a+b)(b+y)
B1 A1 B2 A2 | B1 has x | (b+x)(a+b)(a+y)
B1 B2 A1 A2 | B1 has x | (b+x)(x+y)(a+y)
A1 A2 B1 B2 | B1 has y | (a+x)(x+y)(b+x)
A1 B1 A2 B2 | B1 has y | (a+x)(a+b+x+y)(b+x)
A1 B1 B2 A2 | B1 has y | (a+x)(a+b+x+y)(a+y)
B1 A1 A2 B2 | B1 has y | (b+y)(a+b+x+y)(b+x)
B1 A1 B2 A2 | B1 has y | (b+y)(a+b+x+y)(a+y)
B1 B2 A1 A2 | B1 has y | (b+y)(x+y)(a+y)
sample a,b,x,y = (0.5, 0.8, 0.3, 1.1) Eh
S1, S2, S3 = 1.912150 1.922420 1.009270 Eh^-3
S twelve terms = 4.843840, xi integral = 4.843840 Eh^-3
cross ratio with a'=2, b'=3 Eh (1 if S factorized) = 1.0516
mode model a=1, b=1.5, omega [0.8 1.3] Eh, phases [1.1 0.7] rad
  couplings |gA| [0.5 0.4] |gB| [0.45 0.6 ] Eh
  unpaired: exact -0.036358, 12 directed -0.036358, equal numerators -0.065725 Eh
  paired +-k: exact -0.262901, 12 directed -0.262901, equal numerators -0.262901 Eh
int exp(-2s) poly(s) ds = 23/4
R^3 G par, uR=1.7: modes 0.986491, formula 0.986491
R^3 G perp, uR=1.7: modes -1.021201, formula -1.021201
model a=0.5 b=0.8 Eh, muA [0.6 0.  0.8] muB [-0.5  0.5  1. ] e*bohr
R=3 bohr, aR/c=0.011, shares S1,S2,S3 = 0.985 0.007 0.007
  double k -3.80875e-03, real k -3.80875e-03, imaginary u -3.80875e-03 Eh
R=300 bohr, aR/c=1.095, shares S1,S2,S3 = 0.449 0.350 0.201
  double k -2.77464e-15, real k -2.77464e-15, imaginary u -2.77464e-15 Eh
R=50000 bohr, aR/c=182.434, shares S1,S2,S3 = 0.005 0.990 0.005
  double k -1.47738e-30, real k -1.47738e-30, imaginary u -1.47738e-30 Eh
c = 137.035999 a.u.
H excitation energies (Eh): 0.3750 0.4484 0.5161 0.6438 0.8874 1.3991 2.7260 8.2042
H mu_z^2 (e^2 bohr^2): 5.55e-01 1.21e-01 1.27e-01 1.06e-01 6.15e-02 2.38e-02 4.93e-03 2.90e-04
alpha(0) = 4.500000 bohr^3, sum f = 1.000000
C6 = 6.49903 Eh bohr^6, C7 = 5078.99 Eh bohr^7
crossing of asymptotes C7/C6 = 781.5 bohr, c/E_lowest = 365.4 bohr
R=20 bohr: dE = -1.01409e-07 Eh, dE/(-C6/R^6) = 0.9986, dE/(-C7/R^7) = 0.0256
R=300 bohr: dE = -7.77989e-15 Eh, dE/(-C6/R^6) = 0.8727, dE/(-C7/R^7) = 0.3350
R=5000 bohr: dE = -6.34948e-23 Eh, dE/(-C6/R^6) = 0.1527, dE/(-C7/R^7) = 0.9767
R=300 bohr, twelve diagrams, double k integral: -7.77989e-15 Eh
R=300 bohr = 15.875 nm, dE = -2.1170e-13 eV
```
